\section*{Island density with mobile dimers: the two-fifths flux law}

\section{Island density when dimers diffuse}

Atoms land on a flat terrace, diffuse, and join into islands. Let single adatoms and dimers be mobile, with diffusion coefficients $D_1$ and $D_2$, and let every cluster of three or more atoms be immobile and stable. If dimers are usually absorbed by existing islands before an adatom reaches them, the mean-field rate equations give the island density
\begin{equation}
N^5\simeq\frac{5\sigma_p^2}{\sigma_i^4}\,\frac{D_1+D_2}{D_1^2D_2}\,F^2\Theta ,
\qquad N\propto F^{2/5}\ \text{at fixed }\Theta .
\label{eq:law}
\end{equation}
Here $F$ is the flux in atoms per area and time, $\Theta=Ft$ is the deposited number of atoms per area, and $\sigma_p$ and $\sigma_i$ are dimensionless capture numbers, defined below. The law is asymptotic. It requires
\begin{equation}
\frac{D_2}{D_1+D_2}\gg\left(\frac{\sigma_p}{\sigma_i^2}\,\frac{F}{D_1\Theta^2}\right)^{1/3}.
\label{eq:condition}
\end{equation}
The left side cannot exceed one, so fast dimers are not sufficient: the right side must itself be small.

\subsection{Rate equations}

Let $n_1$, $n_2$ and $N$ be the densities of adatoms, dimers and islands, an island being a cluster of at least three atoms. Two diffusing species $A\neq B$ approach each other with relative diffusion coefficient $D_A+D_B$ and meet at the rate $\sigma(D_A+D_B)n_An_B$ per area. For two members of one species the relative coefficient is $2D$, but each pair must be counted once, which brings a factor $1/2$. The rate is then $\sigma Dn^2$.

One capture number $\sigma_p$ serves for encounters among adatoms and dimers, and another, $\sigma_i$, for capture by islands. Both are constants for now. Evaporation, dimer breakup, direct impingement on clusters, coalescence and capture by steps are left out. Then
\begin{align}
\dot n_1&=F-2\sigma_pD_1n_1^2-\sigma_p(D_1+D_2)n_1n_2-\sigma_iD_1n_1N,\label{eq:n1}\\
\dot n_2&=\sigma_pD_1n_1^2-\sigma_p(D_1+D_2)n_1n_2-2\sigma_pD_2n_2^2-\sigma_iD_2n_2N,\label{eq:n2}\\
\dot N&=\sigma_p(D_1+D_2)n_1n_2+\sigma_pD_2n_2^2.\label{eq:N}
\end{align}
The factors of two occur because an encounter of like clusters removes both. A dimer that joins an island does not change $N$; a dimer that meets an adatom or another dimer creates an island.

\subsection{Quasi-steady densities}

After a short transient, islands take up most adatoms, and $n_1$ follows the slowly changing $N$. Equation \eqref{eq:n1} reduces to a balance of its first and last terms:
\begin{equation}
n_1=\frac{F}{\sigma_iD_1N}.
\label{eq:qs1}
\end{equation}
In \eqref{eq:n2} we set $\dot n_2=0$ and drop the dimer--dimer term, but keep both ways in which a single dimer can disappear:
\begin{equation}
n_2=\frac{\sigma_pD_1n_1^2}{\sigma_iD_2N+\sigma_p(D_1+D_2)n_1}.
\label{eq:qs2}
\end{equation}
The ratio of the two loss rates in the denominator decides the scaling. With \eqref{eq:qs1} it is
\begin{equation}
u\equiv\frac{\sigma_iD_2N}{\sigma_p(D_1+D_2)n_1}=\frac{N^2}{N_c^2},
\qquad N_c^2=\frac{\sigma_p(D_1+D_2)F}{\sigma_i^2D_1D_2}.
\label{eq:u}
\end{equation}
For $u\ll1$ nearly every dimer becomes a new island. For $u\gg1$ most dimers are absorbed by old ones.

\subsection{Growth of the island density}

We drop the second term of \eqref{eq:N} and insert \eqref{eq:qs2}. Dividing numerator and denominator by $\sigma_p(D_1+D_2)n_1$ gives
\begin{equation}
\dot N=\frac{\sigma_pD_1n_1^2}{1+u}.
\end{equation}
Thus dimers form at the rate $\sigma_pD_1n_1^2$, and a fraction $1/(1+u)$ of them survives to become islands. We substitute \eqref{eq:qs1} for $n_1$ and use $\dot N=F\,dN/d\Theta$:
\begin{equation}
\frac{dN}{d\Theta}=\frac{\sigma_pF}{\sigma_i^2D_1}\,\frac{1}{N^2(1+N^2/N_c^2)} .
\label{eq:growth}
\end{equation}
Multiplication by $N^2+N^4/N_c^2$ separates the variables, and integration from $N=0$ at $\Theta=0$ gives
\begin{equation}
\frac{N^3}{3}+\frac{N^5}{5N_c^2}=\frac{\sigma_pF\Theta}{\sigma_i^2D_1}.
\label{eq:cross}
\end{equation}
The lower limit extends \eqref{eq:growth} into the transient, where it does not hold. The transient ends when deposition and adatom encounters balance, at about $\Theta_{\rm tr}\sim(F/D_1)^{1/2}$. It changes the right side of \eqref{eq:cross} by a relative amount of order $\Theta_{\rm tr}/\Theta$.

\subsection{Two limits and the exponent between them}

If $u\ll1$, the cubic term dominates:
\begin{equation}
N^3\simeq\frac{3\sigma_pF\Theta}{\sigma_i^2D_1},\qquad N\propto F^{1/3}.
\label{eq:third}
\end{equation}
This is also the result for immobile dimers, and $D_2$ is absent from it. If $u\gg1$, the quintic term dominates, and
\begin{equation}
N^5\simeq5N_c^2\,\frac{\sigma_pF\Theta}{\sigma_i^2D_1}
=\frac{5\sigma_p^2(D_1+D_2)F^2\Theta}{\sigma_i^4D_1^2D_2},
\end{equation}
which is \eqref{eq:law}. One power of $F$ is explicit and the other comes from $N_c^2$. For slow dimers, $D_2\ll D_1$, the density varies as $(F^2\Theta/D_1D_2)^{1/5}$. For $D_2\gg D_1$ it no longer depends on $D_2$: faster dimers reach islands sooner, but they also meet adatoms sooner, and the competition between the two fates stays the same.

The local flux exponent follows from the differential of \eqref{eq:cross} at fixed $\Theta$. The left side equals $N^3(1/3+u/5)$. Since $N_c^2\propto F$ and the right side is proportional to $F$,
\begin{equation}
N^3(1+u)\,d\ln N-\frac{N^3u}{5}\,d\ln F
=N^3\left(\frac13+\frac u5\right)d\ln F .
\end{equation}
Moving the second term to the right gives
\begin{equation}
\chi\equiv\left.\frac{\partial\ln N}{\partial\ln F}\right|_\Theta
=\frac{1/3+2u/5}{1+u}.
\label{eq:chi}
\end{equation}
At fixed flux $N_c$ is constant, the second term is absent, and the coverage exponent is $(1/3+u/5)/(1+u)$. It falls from $1/3$ to $1/5$ while $\chi$ rises from $1/3$ to $2/5$.

To express $u\gg1$ in the control parameters, divide \eqref{eq:cross} by $N_c^3$ and insert \eqref{eq:u} on the right:
\begin{equation}
\frac{u^{3/2}}3+\frac{u^{5/2}}5
=\frac{\sigma_i}{\sigma_p^{1/2}}\,\Theta\left(\frac{D_1}{F}\right)^{1/2}
\left(\frac{D_2}{D_1+D_2}\right)^{3/2}.
\label{eq:g}
\end{equation}
The left side is large when $u$ is large. Requiring the right side to be large, and taking its power $2/3$, gives \eqref{eq:condition}.

\subsection{The neglected terms}

The small parameter is $n_1/N$. In \eqref{eq:n1}, the dimer-formation loss divided by the capture by islands is $2(\sigma_p/\sigma_i)(n_1/N)$. The adatom--dimer loss, by \eqref{eq:qs2} and \eqref{eq:u}, has the relative size $(\sigma_p/\sigma_i)(n_1/N)/(1+u)$. In \eqref{eq:N}, the ratio of the second term to the first is
\begin{equation}
\frac{D_2n_2}{(D_1+D_2)n_1}\le
\frac{\sigma_p}{\sigma_i}\,\frac{D_1}{D_1+D_2}\,\frac{n_1}{N},
\end{equation}
where the bound follows from dropping the second term in the denominator of \eqref{eq:qs2}. The dimer--dimer loss in \eqref{eq:n2} is at most twice this fraction of the adatom--dimer loss. The adatom response time $1/(\sigma_iD_1N)$, divided by the deposition time $\Theta/F$, is $n_1/\Theta$, which is smaller still. The dimer response time is $1/[\sigma_p(D_1+D_2)n_1(1+u)]$. Divided by $\Theta/F$ it becomes, with \eqref{eq:qs1} and \eqref{eq:cross},
\begin{equation}
\frac{D_1}{D_1+D_2}\,\frac{n_1/N}{(1+u)(1/3+u/5)}\le\frac{3n_1}{N},
\end{equation}
so setting $\dot n_2=0$ is also justified when $n_1/N$ is small.

In the two-fifths regime $n_1/N=F/(\sigma_iD_1N^2)\propto F^{1/5}$. The corrections do vanish as $F\to0$, but slowly: a tenfold reduction requires $10^5$ times less flux.

The approach to the limit can be seen by integrating \eqref{eq:n1}--\eqref{eq:N} numerically, all terms kept, from an empty surface. The table holds $\sigma_p=3$, $\sigma_i=5$, $\Theta=1.6\ \mathrm{nm^{-2}}$ and $F/D_1=2.6\times10^{-17}\ \mathrm{nm^{-4}}$ fixed. This flux is far below any practical one and serves to expose the asymptote. Exponents are centred logarithmic differences; $u$ is from \eqref{eq:cross}.

\begin{center}
\begin{tabular}{cccc}
$D_2/D_1$ & $u$ & flux exponent & coverage exponent\\
$10^{-8}$ & 0.019 & 0.335 & 0.331\\
$10^{-6}$ & 1.3 & 0.371 & 0.257\\
$10^{-4}$ & 28 & 0.398 & 0.205\\
$1$ & 4800 & 0.400 & 0.200
\end{tabular}
\end{center}

High flux shows the opposite case. With spacing $a$ between adsorption sites, take $Fa^4/D_1=10^{-3}$ and $a^2\Theta=0.1$. Then $F/(D_1\Theta^2)=0.1$, and with the same capture numbers the right side of \eqref{eq:condition} is $(0.12\times0.1)^{1/3}=0.23$, not far below one. For $D_2\gg D_1$, \eqref{eq:g} gives $u=4.0$, and \eqref{eq:chi} would give an exponent of $0.39$. Integration of the full equations gives instead $0.218$, both for $D_2/D_1=10^3$ and for $10^5$. More dimer mobility does not help. The value lies even below $1/3$, outside the range of \eqref{eq:chi}, because the quasi-steady theory itself fails here: by its own estimate $n_1/N=F/(\sigma_iD_1N^2)=0.42$, which is not small.

\subsection{Capture numbers}

Consider a disc of radius $R$ that absorbs adatoms, surrounded by other sinks that give a screening length $\xi$. The steady density obeys $D\nabla^2n+F-Dn/\xi^2=0$, with the distant value $\bar n=F\xi^2/D$. The deficit $w=1-n/\bar n$ satisfies $\nabla^2w=w/\xi^2$, equals one at $R$ and vanishes far away, so $w=K_0(r/\xi)/K_0(R/\xi)$ with modified Bessel functions $K_\nu$. Since $K_0'=-K_1$, the inflow $2\pi RD\,n'(R)$ equals $\sigma D\bar n$ with
\begin{equation}
\sigma=2\pi x\,\frac{K_1(x)}{K_0(x)},\qquad x=\frac R\xi .
\label{eq:capture}
\end{equation}
When islands are the main sinks, $\xi^{-2}=\sigma_iN$. If they are compact and of mean size, $\pi R^2N=\theta$, where $\theta=a^2\Theta$ is the coverage in monolayers (ML). Hence $x^2=\sigma_i\theta/\pi$, and \eqref{eq:capture} fixes $\sigma_i$ as a function of coverage alone. At fixed coverage this leaves the flux exponent in each of the two limits unchanged; between the limits \eqref{eq:growth} no longer separates, and the exponent depends on the history of $\sigma_i$, not only on the final $u$. In the example below, with $\sigma_i$ computed and $\sigma_p=3$, the exponent is about $0.38$, although $u$ ends at 11, where \eqref{eq:chi} would give $0.394$.

The pair number is different. Its capture radius is about $a$, so $x=a\sqrt{\sigma_iN}$ depends on flux. For small $x$, $xK_1(x)\to1$ and $\sigma_p\simeq2\pi/L$, where $L=K_0(x)$ and $dL/d\ln x\simeq-1$. Therefore $d\ln\sigma_p/d\ln F\simeq\chi/(2L)$. For $u\gg1$, $N^5\propto\sigma_p^2F^2$, if the slow variation of $\sigma_p$ during deposition is ignored. Then $5\chi=2+\chi/L$, or
\begin{equation}
\chi\simeq\frac{2/5}{1-1/(5L)} .
\label{eq:log}
\end{equation}
Because $L$ grows as the logarithm of $1/N$, this tends to $2/5$ very slowly. A pure power law with exponent $2/5$ thus requires a pair number $\sigma_p$ that does not vary with flux; the diffusion estimate adds a logarithmic factor.

\subsection{Example: slow growth on a copper-like (100) surface}

Take $a=0.25$ nm, temperature 240 K, flux 0.001 ML/s and coverage 0.1 ML, so that $F=0.016\ \mathrm{nm^{-2}s^{-1}}$ and $\Theta=1.6\ \mathrm{nm^{-2}}$. The barriers are 0.40 eV for adatoms and 0.45 eV for dimers, with a total hop prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$. From $D=(\nu a^2/4)e^{-E/k_BT}$ one finds $D_1=623$ and $D_2=55.5\ \mathrm{nm^2/s}$. With $\sigma_p=3$ and $\sigma_i=5$, \eqref{eq:law} gives
\begin{equation}
N^5=\frac{5\cdot9\cdot678\cdot(0.016)^2\cdot1.6}{625\cdot(623)^2\cdot55.5}\ \mathrm{nm^{-10}}
=9.3\times10^{-10}\ \mathrm{nm^{-10}},
\end{equation}
or $N=0.0156\ \mathrm{nm^{-2}}$. From \eqref{eq:u}, $N_c=0.0061\ \mathrm{nm^{-2}}$, and the root of \eqref{eq:cross} is $N=0.0149\ \mathrm{nm^{-2}}$, with $u=5.9$. Numerical integration of the full equations gives $0.0144\ \mathrm{nm^{-2}}$, or $1.44\times10^{12}\ \mathrm{cm^{-2}}$. The asymptotic law is about 9\% above this value and the crossover formula about 3\%. The islands lie some 8 nm apart and hold about 110 atoms each.

The exponent has not reached its limit. Equation \eqref{eq:chi} gives $0.390$, and the full equations give $0.382$; the difference is due to the dropped terms, with $n_1/N=0.024$. At ten times the flux and the same coverage, the density rises by a factor 2.38, against $10^{2/5}=2.51$.

Capture numbers computed from \eqref{eq:capture} during growth move the result further. They end at $\sigma_i=4.9$ and $\sigma_p=2.3$. Used in \eqref{eq:growth}, integrated numerically from 0.001 ML, they give $N=0.0179\ \mathrm{nm^{-2}}$ and an exponent of $0.410$, against $0.0149\ \mathrm{nm^{-2}}$ and $0.390$ with constant values. The starting density is taken from \eqref{eq:cross} with the constant values; an earlier start raises $N$ by about 2\% and lowers the exponent by about $0.001$. The higher density comes from the smaller $\sigma_i$ at earlier coverages, since the smaller $\sigma_p$ acts the other way. Both estimates omit the terms dropped from the rate equations, which lower the density and the exponent: the full equations with computed capture numbers, adatoms included in the screening of $\sigma_p$, give about $0.017\ \mathrm{nm^{-2}}$ and $0.39$. An exponent near $0.40$ under these conditions would therefore not by itself show that the asymptote has been reached. At $10^{-12}$ of the flux the exponent is still $0.409$; \eqref{eq:log}, with $L=8.4$, gives $0.410$.

The parameters are rough values in the regime of copper on Cu(100). On a real surface trimers can move and break. Take rough barriers of 0.60 eV for trimer diffusion and 0.70 eV for breakup of a dimer or trimer. Two end atoms, each with at most three of four hops leading away, break a cluster at a rate of at most $1.5\,\nu e^{-0.70\,\mathrm{eV}/k_BT}=0.03\ \mathrm{s^{-1}}$. A trimer gains adatoms at $\sigma_iD_1n_1\simeq F/N=1.1\ \mathrm{s^{-1}}$, so it usually grows first. Adding trimer motion and both breakup processes to the full equations lowers $N$ by less than 1\% and gives an exponent of $0.385$. This rests on the assumed barriers: a breakup barrier of 0.65 eV gives an exponent of $0.411$, and a trimer barrier equal to the dimer's, 0.45 eV, lowers $N$ by 19\% and gives $0.403$. At the same flux and coverage, the upper estimate of the breakup rate for 0.70 eV equals the growth rate near 279 K. The assumption of stable clusters fails before that: the added processes raise the exponent from $0.388$ to $0.407$ at 260 K, and from $0.391$ to $0.449$ at 279 K, where $N$ is 13\% lower.

For the density, a change of 0.05 eV matters more in the dimer barrier than in the trimer or breakup barrier. At 0.50 eV, all else unchanged, $u$ falls to 1.1, the full equations give $N=0.0203\ \mathrm{nm^{-2}}$, about 40\% more, and the exponent drops to $0.361$. An uncertainty of 0.05 eV thus decides whether these conditions lie near the two-fifths regime or midway to the one-third regime. Coalescence is not included. At 0.1 ML the mean island radius, 1.5 nm, is 0.36 of half the island spacing, so islands at the mean spacing do not touch, though closer neighbours may. Steps can be ignored only on terraces much wider than that spacing of 8 nm.
